# McIntyre's excess noise factor for electron-injected avalanche gain, derived twice

An avalanche photodiode multiplies its primary current by a mean gain $M$. If every primary electron were multiplied by the same number, signal and shot noise would grow together, and more gain would help until the amplifier's own noise became negligible. In a real avalanche the number varies from electron to electron. For the germanium-like diode worked out below, with $M=9.66$, the assumption of equal multiplication underestimates the noise power by a factor of 17 and the noise current by a factor of 4. It also hides two facts: once the amplifier's noise is negligible, further gain lowers the signal-to-noise ratio, and the choice of injected carrier matters. The missing factor is

$$F=\frac{\langle N^2\rangle}{\langle N\rangle^2}=kM+(1-k)\left(2-\frac1M\right),\qquad M=\langle N\rangle .\tag{1}$$

Here $N$ is the number of electrons leaving the avalanche region for one electron injected, itself included, and $k$ is the hole-to-electron ionization ratio.

## The model and its mean gain

The region is $0<x<W$. Electrons drift towards $+x$ and holes towards $-x$. In a path element $dx$ an electron creates a new pair with probability $\alpha(x)\,dx$ and a hole with probability $\beta(x)\,dx$, whatever happened to it before. After ionizing, the carrier continues. The field is steady and unaffected by the carriers, none of which recombine or are trapped. The ratio $k=\beta/\alpha$ is constant, though $\alpha$ may vary with $x$.

Let $N(x)$ be the number of pairs descended from a pair born at $x$, that pair included, and let $m(x)=\langle N(x)\rangle$. An electron injected at $x=0$ counts as a pair born there, since the hole of such a pair leaves at once. Thus $M=m(0)$. Similarly $M_h=m(W)$ is the gain for a hole injected at $W$.

The original hole crosses $(0,x)$ and the original electron crosses $(x,W)$. Each ionization at $x'$ starts a new family of mean size $m(x')$, so

$$m(x)=1+\int_0^x\beta m\,dx'+\int_x^W\alpha m\,dx'.\tag{2}$$

Differentiation gives $m'=\beta m-\alpha m$. With $a=\alpha-\beta=(1-k)\alpha$,

$$m'=-a\,m,\qquad m(x)=M\exp\left[-\int_0^x a\,dx'\right].\tag{3}$$

The two ends of (2) read $M-1=\int_0^W\alpha m\,dx$ and $M_h-1=\int_0^W\beta m\,dx$. The second integral is $k$ times the first, hence

$$M_h=1+k(M-1)=kM+1-k.\tag{4}$$

Equation (3) also gives $M_h=Me^{-(1-k)L}$, where $L=\int_0^W\alpha\,dx$. Equating the two expressions, for $k\ne1$,

$$M=\frac{1-k}{e^{-(1-k)L}-k}.\tag{5}$$

For $k=1$, $m$ is constant and (2) gives $M=1/(1-L)$.

The mean must be positive. For $k>0$, $k\neq1$, this requires $L<\ln k/(k-1)$; for $k=1$ it requires $L<1$. At the limit the gain diverges, which is breakdown. Below it, (5) is the true mean. To see this, count families up to generation $n$, with means $m_n$ and $m_0=1$. They obey $m_{n+1}=1+Tm_n$, where $Tf=\int_0^x\beta f\,dx'+\int_x^W\alpha f\,dx'$. If $m_n\le m$, then $m_{n+1}\le1+Tm=m$. The means therefore rise to a finite limit, which satisfies (2). Everything below refers to this regime.

## First derivation: the second moment of one avalanche

Consider the families started by the two original carriers. A path element with ionization probability $\lambda\,dx'$ contributes nothing or one family. The second moment of its contribution is $\lambda\,dx'\,\langle N(x')^2\rangle$, while the square of its mean is of order $dx'^2$. Its variance is therefore $\lambda\langle N(x')^2\rangle dx'$. Different elements are independent because ionization has no memory, so variances add. With $Q(x)=\langle N(x)^2\rangle$,

$$Q(x)=m(x)^2+\int_0^x\beta Q\,dx'+\int_x^W\alpha Q\,dx'.\tag{6}$$

The second moment is finite. Let $m_{\max}$ be the largest value of $m$, and let $Q_n$ be the second moment up to generation $n$, which obeys $Q_{n+1}=m_{n+1}^2+TQ_n$. Suppose $Q_n\le m_{\max}^2m$, as holds for $Q_0=1$. Since $Tm=m-1$,

$$Q_{n+1}\le m^2+m_{\max}^2(m-1)\le m_{\max}m+m_{\max}^2m-m_{\max}m=m_{\max}^2m .$$

The last inequality uses $m\le m_{\max}$ twice: in $m^2\le m_{\max}m$, and in $m_{\max}^2\ge m_{\max}m$. The bound passes from each generation to the next and so holds for $Q$.

Differentiating (6) and using $2mm'=-2am^2$,

$$Q'+aQ=-2am^2.\tag{7}$$

Try $Q=c\,m^2$. The left side is $-2acm^2+acm^2=-acm^2$, so $c=2$. The homogeneous equation $Q'=-aQ$ is solved by a multiple of $m$. Hence

$$Q(x)=2m(x)^2+C\,m(x).\tag{8}$$

The constant follows from (6) at $x=0$, which is $Q(0)-M^2=\int_0^W\alpha Q\,dx$. For $k\ne1$ write $\alpha=a/(1-k)$. From (3), $\int_0^W am\,dx=M-M_h$ and $\int_0^W am^2dx=(M^2-M_h^2)/2$. Therefore

$$M^2+CM=\frac{M^2-M_h^2+C(M-M_h)}{1-k}.$$

By (4), $M-M_h=(1-k)(M-1)$. Factoring $M^2-M_h^2=(M-M_h)(M+M_h)$ turns the right side into $(M-1)(M+M_h)+C(M-1)$. The terms $CM$ cancel, leaving

$$C=(M-1)(M+M_h)-M^2=MM_h-M-M_h.\tag{9}$$

Then $F=Q(0)/M^2=2+C/M$, or

$$F=1+M_h\left(1-\frac1M\right).\tag{10}$$

Inserting (4) gives $F=1+kM-k+(1-k)(1-1/M)$. Since $1-k$ now multiplies $1+(1-1/M)$, this is (1).

For $k=1$, $m$ and $Q$ are constant and (6) reads $Q=M^2+LQ$. With $1-L=1/M$ this gives $Q=M^3$ and $F=M$, in agreement with (1).

To reach the noise current, note that a charge $q$ moving a distance $s$ between plane electrodes a distance $W$ apart sends $qs/W$ through the circuit. The electron and hole of a pair born at $x$ move $W-x$ and $x$, so each pair delivers $q$ and each avalanche delivers $qN$. Let primary electrons arrive as a Poisson process of mean current $I_0$. In a time $T$ much longer than an avalanche, the argument that led to (6) gives the collected charge the variance $q^2(I_0T/q)\langle N^2\rangle$. A one-sided spectral density $S$, flat at low frequency, gives this charge the variance

$$S\int_0^\infty\frac{\sin^2(\pi fT)}{(\pi f)^2}\,df=\frac{ST}{2}.$$

Hence

$$S=2qI_0M^2F.\tag{11}$$

## Second derivation: noise sources along the steady current

The same result follows from the steady currents without any equation for $Q$. Follow the expected final size of an avalanche as it unfolds. An electron at $x$ is still expected to add $\int_x^W\alpha m\,dx'$ pairs. If it advances by $dx$ without ionizing, the expectation falls by $\alpha m\,dx$. If it ionizes, the expectation rises by $m(x)$, the mean family of the new pair. Holes behave likewise with $\beta$. The expectation starts at $M$ and ends at $N$, so

$$N-M=\sum_{\text{ionizations}}m(x_i)-\int_{\text{electron paths}}\alpha m\,dx-\int_{\text{hole paths}}\beta m\,dx.\tag{12}$$

Each path element contributes $m$ times the difference between the actual and the expected number of ionizations. Given everything earlier, this difference has zero mean, so contributions from different elements are uncorrelated. The variance from an electron element is $\alpha m^2dx$, and from a hole element $\beta m^2dx$.

Let $I_e(x)$ and $I_h(x)$ be the magnitudes of the mean electron and hole currents. During $T$, $I_eT/q$ electrons and $I_hT/q$ holes cross the element at $x$. Pair creation makes the electron current grow as

$$I_e'=\alpha I_e+\beta I_h.\tag{13}$$

The hole current grows at the same rate in the opposite direction, so $I=I_e+I_h$ is constant. The summed variance of the ionization terms is $(T/q)\int_0^W I_e'm^2dx$. Poisson injection adds $M^2I_0T/q$, uncorrelated with the rest. Multiplying by $q^2$ and by $2/T$,

$$S=2q\left[I_0M^2+J\right],\qquad J=\int_0^W I_e'\,m^2\,dx.\tag{14}$$

Each pair created inside thus acts as a source of shot noise, amplified by the gain from its birthplace.

The boundary values are $I_e(0)=I_0$ and $I_e(W)=I=MI_0$, because no holes enter at $W$. Integrating by parts with $(m^2)'=-2am^2$,

$$J=IM_h^2-I_0M^2+2\int_0^W aI_e\,m^2\,dx.$$

Substituting $I_h=I-I_e$ in (13) gives $aI_e=I_e'-\beta I$. The last term is therefore $2J-2I\int_0^W\beta m^2dx$, and solving for $J$,

$$J=I_0M^2-IM_h^2+2I\int_0^W\beta m^2\,dx.\tag{15}$$

Put this into (14), divide by $2qI_0M^2$, and use $I=MI_0$:

$$F=2-\frac{M_h^2}{M}+\frac2M\int_0^W\beta m^2\,dx.\tag{16}$$

For constant $k\neq1$, $\beta=ka/(1-k)$ and the integral is $k(M^2-M_h^2)/[2(1-k)]$. The coefficient of $-M_h^2/M$ becomes $1+k/(1-k)=1/(1-k)$, so

$$F=2+\frac{kM^2-M_h^2}{(1-k)M}.$$

From (4), $M_h^2=k^2M^2+2k(1-k)M+(1-k)^2$. The numerator is thus $k(1-k)M^2-2k(1-k)M-(1-k)^2$, and

$$F=2+kM-2k-\frac{1-k}{M},$$

which is (1). For $k=1$, (14) gives directly $J=M^2(I-I_0)$, hence $F=I/I_0=M$.

## What each derivation assumes

Both derivations need memoryless ionization. The first uses it to make every family a fresh copy of the same problem, the second to make the ionization surprises uncorrelated. A carrier that must first gain energy before it can ionize again breaks both.

Constant $k$ enters each at the last integral. Without it, (8) still holds. The condition at $x=0$ becomes $M^2+CM=2\int_0^W\alpha m^2dx+C(M-1)$, so $C=2\int_0^W\alpha m^2dx-M^2$ and

$$F=2-M+\frac2M\int_0^W\alpha m^2\,dx.\tag{17}$$

Subtracting (16) from (17) gives $-M+M_h^2/M+(2/M)\int_0^W am^2dx=0$. The two derivations therefore agree for any profiles $\alpha(x)$ and $\beta(x)$ below breakdown. When $k$ varies, (16) or (17) replaces (1).

They differ in the treatment of time. The first finds $F$ for a single avalanche, and arrival statistics enter afterwards. The second assumes a steady stream and a long observation time from the outset, and shows where the noise arises. If equal numbers of primaries arrived in equal long times, the injection term in (14) would vanish and $F$ in (11) would become $F-1$. The first derivation gives the same, because the variance per primary is then $\langle N^2\rangle-M^2$.

## Reading the formula

Rearranging (1),

$$F=2-\frac1M+k\frac{(M-1)^2}{M},\qquad F-M=(k-1)\frac{(M-1)^2}{M}.\tag{18}$$

At fixed gain above 1, noise rises with $k$, and $F$ exceeds $M$ when $k>1$. Holes carry the avalanche back towards the entrance, where their descendants can start it again. With $k=0$ this feedback is absent and $F$ stays below 2. With $k>0$, $F$ grows as $kM$ at high gain. When $M-1$ and $k(M-1)$ are both small, (10) gives $F-1\approx M-1$, since a second ionization is then rare.

Exchanging the carriers replaces $k$ by $1/k$ and $M$ by $M_h$. The better carrier to inject, at equal gain, is the one that ionizes more readily.

## A germanium photodiode

In germanium holes ionize somewhat more readily than electrons. Reported coefficients differ between measurements, and close to breakdown the gain at a given field depends strongly on the set chosen, so the numbers below illustrate the model and do not predict a particular diode. Take the rough room-temperature values $W=1\ \mu$m, field 0.20 MV/cm, $\alpha=0.64\ \mu\text{m}^{-1}$ and $k=2$. Then $L=0.64$, below the breakdown value $\ln2=0.693$, and

$$M=\frac{1}{2-e^{0.64}}=9.66,\qquad F=2(9.66)-\left(2-\frac1{9.66}\right)=17.4 .$$

For a primary current of 100 nA, (11) gives $S=5.21\times10^{-23}\ \text{A}^2/\text{Hz}$, or 7.2 pA/$\sqrt{\text{Hz}}$. A simulation that follows each carrier from one ionization to the next, with these parameters, gave $M=9.59\pm0.09$ and $F=17.4\pm0.4$ (one standard error).

At the same bias, hole injection has the larger gain $M_h=2(9.66)-1=18.3$ and yet the smaller factor $F=10.1$. At equal gain 9.66, which needs a lower bias, its factor is 5.8 if $k$ is still 2, a third of that for electrons.

The field, the layer width and a $k$ near 2 are of the order found in germanium avalanche diodes, but the model omits effects that matter at this size. One is the dead space. A rough threshold of 1 eV at 20 V/µm means 0.05 µm of travel before a carrier can ionize. With the mean ionization distances held fixed, this lowers the gain to 4.8 and $F$ to 6.6, where (1) at that gain gives 7.8. The formula is then 18% too high relative to the dead-space value. These figures give the injected electron a dead space too; if it enters able to ionize, the excess is 25%. Dead spaces from 0.04 to 0.10 µm give 15% to 31%. The fall in gain depends on what is held fixed: subtracting twice the dead space from each mean distance gives a gain of 6.4. Raising both coefficients by 10% to restore $M=9.66$ gives $F=14.2$, so that (1) is 23% too high. Contaminated injection also counts: if 10% of the primaries are holes entering at $W$, the same bias gives $M=10.5$ and $F=16.3$, where (1) at that gain gives 19.2, again 18% too high. If the primaries are pairs generated uniformly across the layer, averaging $m$ and $Q$ gives $M=13.5$ and $F=13.1$, about half of what (1) gives at that gain.

Doping of $10^{15}\ \text{cm}^{-3}$ changes the field by 0.011 MV/cm across the layer. With coefficients varying as $e^{-b/E}$, and rough values $b=1.50$ MV/cm for electrons and 1.25 MV/cm for holes, $k$ then runs between 1.93 and 2.07. For either sign of the tilt, (1) with $k=2$ at the resulting gain errs by less than 1%. This does not carry over to heavier doping: at $10^{16}\ \text{cm}^{-3}$, with the bias set for a gain of 9.66, $k$ runs from 1.6 to about 3.9 and (1) with $k=2$ is 3% too high for a field rising with $x$ and 14% for a falling one. The gain itself is very sensitive to the coefficients. A 1% rise in both coefficients, such as a change of temperature could cause, takes it from 9.66 to 10.9, and uniform-field breakdown lies 1.2% above the chosen field.

Two further limits concern the use of (11). Avalanche build-up sets a rough frequency scale $1/(2\pi M\tau)\approx1$ GHz for a transit time $\tau=17$ ps. For equal electron and hole velocities the noise density of this diode lies 0.2% below (11) at 0.1 GHz and 5% below at 0.5 GHz, and it has fallen to half near 2.2 GHz. Dark current adds primaries of its own. If pairs are generated independently at $x$ and carry a current $I_d$ before multiplication, they add $2qI_dQ(x)$ to $S$, with $Q$ from (8). For a diameter of 30 µm, a rough two-band estimate puts direct tunnelling at 0.2% of the primary current and the space-charge field at $10^{-5}$ of the applied field; thermally generated dark current is not estimated here.

## Computed values

```
Width 1.00 um; field 0.20 MV/cm; voltage 20.0 V
alpha 0.64 /um; beta 1.28 /um; k 2.00
Ionization integral 0.640; at breakdown 0.6931
Largest eigenvalue at breakdown 1.00000
Electron-injected gain M 9.660; noise factor F 17.424
Same from moment equations: M 9.660; F 17.424
Same from renewal equations: M 9.660; F 17.424
Constant C 148.99; <N^2> 1625.9
Hole-injected, same bias: gain 18.320; F 10.133
Hole-injected, same gain as electrons: F 5.778
Primary current 100 nA; diameter 30 um
Noise density 5.210e-23 A^2/Hz = (7.22 pA)^2/Hz
Simulation k=0.3: M 3.576 +- 0.009 (formula 3.561)
  F 2.279 +- 0.009 (formula 2.272)
Simulation k=2.0: M 2.838 +- 0.011 (formula 2.847)
  F 4.011 +- 0.042 (formula 4.045)
Simulation k=2.0: M 9.594 +- 0.087 (formula 9.660)
  F 17.416 +- 0.423 (formula 17.424)
Window variance / predicted (k=0.3) 1.017
Non-uniform alpha, k=0.0: M 1.8221; F 1.4512 (formula 1.4512)
Non-uniform alpha, k=0.3: M 1.9605; F 1.6311 (formula 1.6311)
Non-uniform alpha, k=1.0: M 2.5000; F 2.5000 (formula 2.5000)
Non-uniform alpha, k=2.0: M 5.6217; F 9.4214 (formula 9.4213)
Dead space 0.050 um for threshold 1.0 eV
  with dead space: M 4.805; F 6.615 (formula at this M 7.818)
Doping 1e+15 /cm3, relative permittivity 16: field change 0.0113 MV/cm
Characteristic fields: electrons 1.50, holes 1.25 MV/cm
Field rising with x: k from 2.074 to 1.933
  M 10.944; F 20.082 (formula with k=2 at this M 19.980)
Field falling with x: k from 1.933 to 2.074
  M 9.539; F 17.032 (formula with k=2 at this M 17.184)
Breakdown field 0.2024 MV/cm, 1.19 % above bias
Gain if both coefficients rise 1 %: 10.948
Hole share 10 %: M 10.526; F 16.277
Tunnelling: gap 0.80 eV; mass 0.040 electron masses; exponent 28.79
Tunnelling current density 2.82e-05 A/cm2
Primary current density 1.41e-02 A/cm2; tunnelling/primary 1.99e-03
Space-charge field / applied field 8.04e-06
Drift velocity 6.0e+06 cm/s; transit time 16.7 ps
Build-up frequency scale 1/(2 pi M transit) 0.99 GHz
```
